\section*{Where Dopant Incorporation Peaks When Activated Reaction Competes with Desorption, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balance and the peak}

Q: A dopant precursor that needs thermal activation reacts faster on a hotter surface. Why should heating the substrate ever reduce the doping of the film?

A: Because the reaction is not the last event. It leaves a dopant atom on the surface, and that atom can still leave before the growing crystal covers it. Heating speeds up both the supply and the escape, so we need a balance that contains both.

Let $F$ be the number of precursor molecules striking unit area per unit time. Each reacts with probability
\begin{equation}
s=s_0e^{-\beta E_r},\qquad \beta=\frac{1}{kT},
\end{equation}
where $E_r$ is the reaction barrier and $T$ the surface temperature. A reacted dopant has two possible fates. It is buried with probability $b$ per unit time, or it desorbs with probability
\begin{equation}
g=\nu e^{-\beta E_d}
\end{equation}
per unit time, where $E_d$ is the desorption barrier. If $N$ is the number of reacted, unburied dopants per unit area, then
\begin{equation}
\frac{dN}{dt}=Fs-(b+g)N. \label{balance}
\end{equation}
The first term is the supply. The second has a minus sign because burial and desorption both remove dopants from the exposed population.

Q: You have given burial a rate constant, as if it were a chemical reaction. Where does temperature enter $b$?

A: In this model it does not, provided the growth rate is held fixed, a reacted dopant does not migrate to a layer edge, and a dopant, once covered, stays covered. If the film thickens at speed $R$ and one layer has thickness $d$, then $R/d$ layers pass a given place per unit time, and I take
\begin{equation}
b=\frac{R}{d}.
\end{equation}
In practice, holding $R$ fixed while $T$ changes may require adjusting the supply of the host material. The balance also assumes that burial is memoryless: a dopant that has waited a long time is no more likely to be buried in the next instant than one that has just arrived. This holds if layer edges pass at random, independent moments. It is an assumption about growth, and it deserves its own objection later.

Q: Is a steady state justified? You could be describing a transient.

A: For constant rates and a surface initially free of dopant, \eqref{balance} has the solution
\begin{equation}
N(t)=\frac{Fs}{b+g}\left[1-e^{-(b+g)t}\right].
\end{equation}
Differentiating gives $Fs\,e^{-(b+g)t}$, which is also $Fs-(b+g)N$, and the bracket vanishes at $t=0$. The transient dies in a time $1/(b+g)$, which is at most $1/b$, the time to grow one layer. Within this model, a film many layers thick therefore records mainly the steady state. The incorporated flux, in atoms per unit area and time, is then
\begin{equation}
J=bN=Fs\,\frac{b}{b+g}. \label{flux}
\end{equation}

Q: Most molecules that strike the surface may bounce off without reacting. Are they part of the desorbed fraction?

A: No. The fraction that matters counts dopants which have already reacted:
\begin{equation}
\phi=\frac{g}{b+g},\qquad 1-\phi=\frac{b}{b+g}.
\end{equation}
Thus $J=Fs(1-\phi)$. Molecules that leave unreacted are accounted for in $s$. If $s=10^{-6}$ and $\phi=1/3$, nearly every arriving molecule leaves, yet two thirds of the reacted dopants are buried.

Q: Then the meaning of $E_r$ is unclear. A molecule may rest on the surface before it reacts, and the time it rests also depends on temperature.

A: Then $E_r$ must be the apparent barrier, the one that governs $s$. Suppose that a fraction $\alpha$ of the arrivals is held weakly. A held molecule leaves at rate $k_1\propto e^{-\beta E_1}$ or reacts at rate $k_2\propto e^{-\beta E_2}$. The reaction probability is
\begin{equation}
s=\alpha\frac{k_2}{k_1+k_2}\simeq\alpha\frac{k_2}{k_1}
\propto e^{-\beta(E_2-E_1)}\qquad(k_2\ll k_1).
\end{equation}
In this regime $E_r=E_2-E_1$. A positive $E_r$ requires the molecular barrier to reaction to exceed the barrier to leaving unreacted. The energy $E_1$ belongs to the intact precursor, whereas $E_d$ belongs to the dopant left after reaction.

Q: Very well. Find the maximum. I want to see every temperature dependence you keep and every one you drop.

A: I keep the two exponentials and hold $F$, $s_0$, $\nu$ and $b$ constant. It is convenient to use $\beta$ instead of $T$. Since
\begin{equation}
\frac{d}{dT}=-\frac{1}{kT^2}\frac{d}{d\beta},
\end{equation}
a derivative that vanishes in one variable vanishes in the other at any finite, positive temperature. From \eqref{flux},
\begin{equation}
\ln J=\ln(Fs_0b)-\beta E_r-\ln(b+g).
\end{equation}
The desorption rate obeys $dg/d\beta=-E_dg$, so
\begin{align}
\frac{d\ln J}{d\beta}
&=-E_r-\frac{1}{b+g}\frac{dg}{d\beta}\nonumber\\
&=-E_r+E_d\frac{g}{b+g}\nonumber\\
&=-E_r+E_d\phi. \label{slope}
\end{align}
The second sign is positive because two minus signs meet: one comes from the logarithm of the denominator and one from the fall of $g$ with increasing $\beta$. Setting the slope to zero gives
\begin{equation}
\boxed{\phi_*=\frac{E_r}{E_d}}. \label{rule}
\end{equation}
An asterisk marks a value at the peak.

Q: That is suspiciously simple. The prefactors and the growth rate have disappeared, although they must affect the competition.

A: They decide at what temperature the required fraction is reached. They do not decide the fraction itself. Consider a small heating step that lowers $\beta$ by $\delta$. The supply rises by the relative amount $E_r\delta$. The desorption rate rises by $E_d\delta$, but desorption makes up only a fraction $\phi$ of the total removal rate $b+g$. The total removal rate therefore rises by $\phi E_d\delta$, and the probability of burial falls by the same relative amount. At the peak this loss cancels the gain in supply, so $\phi E_d=E_r$.

Q: A zero slope could be a minimum, or one of several maxima.

A: We need the change of $\phi$ with temperature. Put $x=g/b$, so that $\phi=x/(1+x)$ and $dx/d\beta=-E_dx$. Then
\begin{align}
\frac{d\phi}{d\beta}
&=\frac{1}{(1+x)^2}\frac{dx}{d\beta}
=-E_d\frac{x}{(1+x)^2}\nonumber\\
&=-E_d\phi(1-\phi). \label{phislope}
\end{align}
This is negative, so $\phi$ rises steadily on heating and can pass the value $E_r/E_d$ at most once. Differentiating \eqref{slope} gives
\begin{equation}
\frac{d^2\ln J}{d\beta^2}=E_d\frac{d\phi}{d\beta}
=-E_d^2\phi(1-\phi)<0.
\end{equation}
The stationary point is therefore the single maximum. At the peak itself,
\begin{align}
\left.\frac{d^2\ln J}{d\beta^2}\right|_*
&=-E_d^2\frac{E_r}{E_d}\left(1-\frac{E_r}{E_d}\right)\nonumber\\
&=-E_r(E_d-E_r). \label{curv}
\end{align}

Q: What if desorption has the smaller barrier? Surely easy desorption should make the peak more pronounced.

A: A small barrier can make desorption fast, but it also makes desorption insensitive to temperature. The peak needs losses that overtake the supply on heating. If $E_d\le E_r$, then $E_d\phi<E_r$, because $\phi<1$. The slope \eqref{slope} is negative for every positive $\beta$, which means that $J$ rises with $T$ throughout. Hence the rule needs $E_d>E_r>0$. If instead $E_r=0$, the supply gains nothing from heat, and $J$ falls steadily as the surface is heated.

Q: Is $E_d>E_r>0$ sufficient?

A: Not quite. Even at unlimited temperature $g$ cannot exceed $\nu$ in this model, so $\phi$ cannot exceed $\nu/(b+\nu)$. To find the condition, solve \eqref{rule} for the rates:
\begin{align}
gE_d&=(b+g)E_r,\nonumber\\
g(E_d-E_r)&=bE_r,\nonumber\\
\frac{g}{b}&=\frac{E_r}{E_d-E_r}. \label{ratio}
\end{align}
Now insert $g=\nu e^{-\beta_*E_d}$, divide by $\nu/b$, and take logarithms:
\begin{equation}
-\beta_*E_d=\ln\frac{bE_r}{\nu(E_d-E_r)}.
\end{equation}
Changing the sign inverts the argument of the logarithm, so
\begin{equation}
kT_*=\frac{E_d}{\ln\left[\dfrac{\nu(E_d-E_r)}{bE_r}\right]}. \label{temp}
\end{equation}
A finite positive temperature requires the argument to exceed one. When $\nu$ is near a vibrational frequency and $b$ is a few layers per second, that condition fails only if $E_d$ is extremely close to $E_r$. Whether $T_*$ lies in a usable growth window is a separate matter: for $\nu=10^{13}$ s$^{-1}$, $b=1.35$ s$^{-1}$ and $E_r=1$ eV it is about 600 K for $E_d=1.5$ eV and 2230 K for $E_d=6$ eV.

Q: What does the curve look like away from the peak? An experimenter would not begin by knowing $\phi$.

A: The two sides have simple limits. On the cold side $\phi\to0$, nearly every reacted dopant is buried, and \eqref{slope} tends to $-E_r$. A plot of $\ln J$ against $\beta$ then has the slope of the reaction. On the hot side, provided that $b\ll g$, we have $\phi\to1$ and the slope tends to $E_d-E_r$. There the incorporated flux is approximately
\begin{equation}
J\simeq Fs\frac{b}{g}
=\frac{Fs_0b}{\nu}e^{\beta(E_d-E_r)}.
\end{equation}
Within this model, the two limiting slopes give both barriers at fixed growth rate. The fraction at the peak follows from them without knowledge of $\nu$.

Q: Growers measure concentration, not incorporated flux. Does the maximum move?

A: Not at fixed $R$. In unit time the film gains a volume $R$ per unit area and receives $J$ dopants in it. The concentration is
\begin{align}
C&=\frac{J}{R}=\frac{Fs}{R}\frac{b}{b+g}\nonumber\\
&=\frac{Fs}{d(b+g)}=\frac{Fs}{R+gd}, \label{conc}
\end{align}
where I used $R=bd$. Dividing by a constant $R$ leaves the position of the maximum unchanged. If $R$ itself changes with temperature, flux and concentration need separate treatment.

Q: Growing faster buries dopants before they escape. Shouldn't that raise the concentration?

A: It raises $J$, but it also spreads the dopants through more crystal. At fixed temperature and precursor flux, the last form of \eqref{conc} decreases as $R$ increases. When $gd\ll R$, nearly all reacted dopants are already buried and $C\simeq Fs/R$: faster growth dilutes them. When $gd\gg R$, better burial almost cancels dilution and $C\simeq Fs/(gd)$.

Q: That compares one temperature. What if I return to the best temperature after each change of growth rate?

A: Then \eqref{ratio} fixes the ratio $g/b$. Faster growth requires faster desorption at the peak, so $T_*$ rises. Writing $b=R/d$ and rearranging \eqref{temp} gives
\begin{equation}
\ln R=\ln\left[\frac{\nu d(E_d-E_r)}{E_r}\right]-\frac{E_d}{kT_*}. \label{shift}
\end{equation}
The slope of $\ln R$ against $1/(kT_*)$ is $-E_d$. The reaction barrier affects the intercept but not this slope.

For the height of the peak, first write the desorption exponential at the peak:
\begin{equation}
e^{-\beta_*E_d}=\frac{bE_r}{\nu(E_d-E_r)}.
\end{equation}
Raising both sides to the power $E_r/E_d$ turns the left side into the reaction exponential. Therefore
\begin{equation}
J_*=Fs_0\left(1-\frac{E_r}{E_d}\right)
\left[\frac{bE_r}{\nu(E_d-E_r)}\right]^{E_r/E_d}.
\end{equation}
Since $b\propto R$ and $C_*=J_*/R$,
\begin{equation}
J_*\propto R^{E_r/E_d},\qquad
C_*\propto R^{E_r/E_d-1}. \label{power}
\end{equation}
The first exponent is positive and the second negative. With the precursor flux held fixed and the temperature readjusted, faster growth incorporates more dopants per second but leaves fewer per unit volume.

\section{A diamond example and the limits of the rule}

Q: Before I accept numbers, remind me what has been established and what each symbol means.

A: The precursor flux is $F$, and $s=s_0e^{-\beta E_r}$ is its reaction probability, with $\beta=1/(kT)$. A reacted dopant is buried at rate $b=R/d$ or desorbs at rate $g=\nu e^{-\beta E_d}$. Here $R$ is the growth rate and $d$ the layer thickness. The desorbed fraction is $\phi=g/(b+g)$, the incorporated flux is $J=Fs(1-\phi)$, and the concentration is $C=J/R$. With $R$ and the prefactors fixed, the slope is $d\ln J/d\beta=-E_r+E_d\phi$, so the peak has $\phi_*=E_r/E_d$. Its temperature is given by \eqref{temp}, and its growth-rate laws by \eqref{shift} and \eqref{power}.

Q: Choose a case in which the crystal matters, not just a pair of convenient barriers.

A: Take phosphorus supplied by PH$_3$ during growth of (111) diamond. The crystal fixes the layer thickness and the atomic density. For the barriers I choose round model values, $E_r=1$ eV and $E_d=3$ eV, with $s_0=0.1$ and $\nu=10^{13}$ s$^{-1}$. They are not measured properties of phosphorus on diamond.

With a lattice constant of 0.3567 nm, the thickness of one (111) bilayer, which I take as the layer, is $d=0.3567/\sqrt3=0.2059$ nm. A growth rate of 1 $\mu$m/h is $1000/3600=0.2778$ nm/s, so
\begin{equation}
b=\frac{0.2778}{0.2059}=1.349\ \mathrm{s^{-1}}.
\end{equation}
The logarithm in \eqref{temp} is $\ln(2\times10^{13}/1.349)=30.33$. Hence $kT_*=3/30.33=0.0989$ eV, or $T_*=1148$ K (875 $^\circ$C). There $g=0.674$ s$^{-1}$, and the desorbed fraction is $0.674/(1.349+0.674)=0.333$, as the barrier ratio requires.

Q: A temperature does not tell me whether the doping is appreciable.

A: For that we need the flux. A gas of number density $n$ and molecular mass $m$ has a Maxwell distribution of the velocity component $v$ towards the surface. Its one-way flux is $nu$, with
\begin{equation}
u=\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/(2kT)}dv
=\sqrt{\frac{kT}{2\pi m}}.
\end{equation}
The integral follows from $\int_0^\infty ve^{-av^2}dv=1/(2a)$ with $a=m/(2kT)$. Using $n=p/(kT)$ gives $F=p/\sqrt{2\pi mkT}$. At 100 Torr and a PH$_3$ mole fraction of $5\times10^{-7}$, the partial pressure $p$ is $5\times10^{-5}$ Torr. For gas at 1150 K the flux is $8.88\times10^{15}$ cm$^{-2}$s$^{-1}$, which I hold fixed.

At the peak $s=0.1e^{-1/0.09892}=4.07\times10^{-6}$. The growth rate is $2.778\times10^{-8}$ cm/s, so
\begin{align}
C_*&=\frac{(8.88\times10^{15})(4.07\times10^{-6})(2/3)}
{2.778\times10^{-8}}\nonumber\\
&=8.7\times10^{17}\ \mathrm{cm^{-3}}.
\end{align}
This is about 4.9 phosphorus atoms per million crystal atoms.

Q: How carefully must I control the temperature?

A: The model concentration is half its maximum at 1037 K and 1249 K, a width of 212 K. At 1000 K almost nothing desorbs ($\phi=0.006$), but slow reaction limits $C$ to $2.9\times10^{17}$ cm$^{-3}$. At 1300 K the reaction is faster, but $\phi=0.946$ and $C$ is $2.3\times10^{17}$ cm$^{-3}$.

Near the peak, \eqref{curv} gives $\ln(C/C_*)\simeq-\frac12E_r(E_d-E_r)(\Delta\beta)^2$. A change of 10 K corresponds to $|\Delta\beta|\simeq10/(T_*kT_*)=0.088$ eV$^{-1}$. The concentration therefore falls by about $0.088^2=0.008$, or 0.8\%, relative to the peak. This tolerance assumes that the flux and growth rate do not drift with the temperature.

For fixed growth rate, constant prefactors and memoryless burial, doping peaks when the desorbed fraction of reacted dopants equals $E_r/E_d$, which in the diamond example happens at 1148 K. It remains to vary the growth rate in that example, to see how the rule changes when its assumptions are relaxed, and to ask what measurements could test it.

All numerical values are calculated from the stated model.
